# Why a finer k-mesh lowers the critical field of the electric enthalpy: a numerical check

```python
"""Loss of the minimum of the discretized electric enthalpy of a two-band chain.

N k-points, period a, one filled band u_j, electron charge -e, field E:
    G = sum_j <u_j|H_j|u_j> + lam*phi,   phi = -Im ln prod_j <u_j|u_(j+1)>,
    lam = e*E*a*N/(2*pi)   (an energy, here in eV).
Result under test: the minimum continued from zero field is lost at lam_c,
which tends to the smallest direct gap, so E_c ~ 2*pi*gap/(e*N*a).
Variation: u_j -> (u_j + c_j v_j)/norm, v_j orthogonal to u_j.
'stiffness' is the matrix F of the second-order change z.F.z, z = (Re c, Im c);
it equals half the Hessian. 'force' f gives the first-order change 2 Re(c* f).
'wrap' is the factor on orbital 2 when k passes the zone end:
+1 if both orbitals share a site, -1 if they sit half a period apart.
"""
import numpy as np
from scipy import constants

rng = np.random.default_rng(7)
e = constants.e
a = 0.5e-9                       # period, m
t1, t2, site = 1.4, 0.5, 1.2     # hoppings and site energy, eV


def chain(n, common=0.0):
    """Alternating chain; 'common' adds common*cos(ka) to both orbitals."""
    ka = 2*np.pi*np.arange(n)/n
    h = np.zeros((n, 2, 2), complex)
    h[:, 0, 0] = site + common*np.cos(ka)
    h[:, 1, 1] = -site + common*np.cos(ka)
    h[:, 0, 1] = t1*np.exp(0.5j*ka) + t2*np.exp(-0.5j*ka)
    h[:, 1, 0] = h[:, 0, 1].conj()
    return ka, h


def dot(p, q):
    return np.sum(p.conj()*q, axis=1)


def following(u, wrap):
    nxt = np.roll(u, -1, axis=0)
    nxt[-1, 1] *= wrap
    return nxt


def partner(u):
    return np.stack([-u[:, 1].conj(), u[:, 0].conj()], axis=1)


def moved(u, c):
    new = u + c[:, None]*partner(u)
    return new/np.linalg.norm(new, axis=1)[:, None]


def enthalpy(u, h, lam, wrap, ref):
    """Definition of G, phase counted continuously from the links 'ref'."""
    links = dot(u, following(u, wrap))
    band = np.einsum('ja,jab,jb->', u.conj(), h, u).real
    return band - lam*np.sum(np.angle(links/ref))


def derivatives(u, h, lam, wrap, second=True):
    n = len(u)
    v = partner(u)
    un, vn = following(u, wrap), following(v, wrap)
    s = dot(u, un)
    A, B = dot(u, vn)/s, dot(v, un)/s
    hu = np.einsum('jab,jb->ja', h, u)
    force = dot(v, hu) + 0.5j*lam*(B - np.roll(A, 1).conj())
    if not second:
        return force, np.abs(s).min()
    W = dot(v, vn)/s - A*B
    hv = np.einsum('jab,jb->ja', h, v)
    g = (dot(v, hv) - dot(u, hu)).real
    K = np.zeros((n, n), complex)
    j = np.arange(n)
    K[j, (j + 1) % n] = 1j*lam*W
    P = np.diag(g) + 0.5*(K + K.conj().T)
    Q = np.diag(0.5j*lam*(B.conj()**2 - np.roll(A, 1)**2))
    F = np.block([[P.real + Q.real, -P.imag - Q.imag],
                  [P.imag - Q.imag, P.real - Q.real]])
    return force, F, W


def ground(h):
    return np.linalg.eigh(h)[1][:, :, 0]


def newton(u, h, lam, wrap):
    """Nearby stationary state, or None."""
    n = len(u)
    for _ in range(40):
        f, F, _w = derivatives(u, h, lam, wrap)
        if np.abs(f).max() < 1e-10:
            return u if np.linalg.eigvalsh(F)[0] > 0 else None
        z = -np.linalg.solve(F, np.concatenate([f.real, f.imag]))
        c = z[:n] + 1j*z[n:]
        if np.abs(c).max() > 0.3:
            return None
        u = moved(u, c)
    return None


def threshold(h, wrap=-1):
    """Follow the minimum from zero field until it is lost."""
    u, lam, step = ground(h), 0.0, 0.3
    while step > 3e-6:
        new = newton(u, h, lam + step, wrap)
        if new is None:
            step *= 0.5
        else:
            u, lam = new, lam + step
    return lam, u


def direct_gaps(h):
    w = np.linalg.eigvalsh(h)
    return w[:, 1] - w[:, 0]


def upper_bound(h):
    """No state at all can be a minimum above this lam."""
    n = len(h)
    r = 1/np.sqrt(direct_gaps(h))
    T = 0.5*(np.roll(np.eye(n), 1, axis=0) + np.roll(np.eye(n), -1, axis=0))
    top = np.linalg.eigvalsh(r[:, None]*T*r[None, :])[-1]
    return 1/(np.cos(np.pi/n)*top)


def field(lam, n):
    """Field in V/nm from lam in eV."""
    return 2*np.pi*lam*e/(e*a*n)*1e-9


# --- force and stiffness against finite differences of the definition
n = 5
_, h = chain(n)
u = moved(ground(h), 0.4*(rng.normal(size=n) + 1j*rng.normal(size=n)))
ref = dot(u, following(u, -1))
f, F, W = derivatives(u, h, 2.0, -1)
assert np.allclose(np.abs(W), 1/np.abs(ref)**2)


def G_of(z):
    return enthalpy(moved(u, z[:n] + 1j*z[n:]), h, 2.0, -1, ref)


d = 3e-4
I = d*np.eye(2*n)
grad = np.array([(G_of(p) - G_of(-p))/(2*d) for p in I])
hess = np.array([[(G_of(p+q) - G_of(p-q) - G_of(q-p) + G_of(-p-q))/(4*d*d)
                  for q in I] for p in I])
err1 = np.abs(grad - 2*np.concatenate([f.real, f.imag])).max()
err2 = np.abs(hess - 2*F).max()
assert err1 < 1e-3 and err2 < 1e-2*max(1, np.abs(hess).max())
print(f"largest gradient error against finite differences: {err1:.1e} eV")
print(f"largest Hessian error: {err2:.1e} eV (largest entry "
      f"{np.abs(hess).max():.1f} eV)")

# --- flat bands, both orbitals on one site
flat_gap = 3.0


def flat(n):
    h = np.zeros((n, 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = -flat_gap/2, flat_gap/2
    u = np.zeros((n, 2), complex)
    u[:, 0] = 1
    return h, u


print(f"flat chain: gap {flat_gap:.1f} eV, period {a*1e9:.1f} nm")
flat_fields = []
for n in range(3, 33):
    h, u = flat(n)
    F = derivatives(u, h, 1.0, 1)[1]
    modes = flat_gap - np.sin(2*np.pi*np.arange(n)/n)
    assert np.allclose(np.linalg.eigvalsh(F), np.sort(np.repeat(modes, 2)))
    lam_flat = flat_gap/(flat_gap - np.linalg.eigvalsh(F)[0])
    flat_fields.append(field(lam_flat, n))
    if n in (4, 6, 8, 16, 32):
        print(f"  flat N={n:2d}: critical field {flat_fields[-1]:.3f} V/nm")
assert np.all(np.diff(flat_fields) < 0)

n = 16
h, u = flat(n)
ref = np.ones(n)
for m in (1, 2, 4, 6, 8):
    amp = 1e-3
    c = amp*np.exp(2j*np.pi*m*np.arange(n)/n)
    phi = enthalpy(moved(u, c), 0*h, 1.0, 1, ref)
    reach = -phi/(2*np.pi)/(amp**2)/n*n/n*n
    reach = -phi/(2*np.pi)/(n*amp**2)*n
    assert abs(reach - n/(2*np.pi)*np.sin(2*np.pi*m/n)) < 1e-4
    print(f"  N=16, true shift {m} cells: mesh credits {abs(reach):.3f} cells")
print(f"  N=16, longest possible reach N/(2 pi): {n/(2*np.pi):.3f} cells")

lam = 0.7*flat_gap
spiral = moved(u, np.exp(0.5j*np.pi*np.arange(n)))
drop = (enthalpy(spiral, h, lam, 1, ref) - enthalpy(u, h, lam, 1, ref))/n
soft = np.linalg.eigvalsh(derivatives(u, h, lam, 1)[1])[0]
assert soft > 0 and drop < 0
print(f"  at 0.7 of threshold: lowest stiffness {soft:.3f} eV, but a spiral")
print(f"  state has enthalpy per cell changed by {drop:.4f} eV")

# --- dispersive alternating chain
gap = 2*np.sqrt(site**2 + (t1 - t2)**2)
fine = direct_gaps(chain(4000)[1])
assert abs(fine.min() - gap) < 1e-9
dk = 2*np.pi/4000
curv = (fine[2001] - 2*fine[2000] + fine[1999])/dk**2
slope = np.pi*np.sqrt(curv/gap)
print(f"alternating chain: hoppings {t1}, {t2} eV, site energies +-{site} eV")
print(f"smallest direct gap {gap:.3f} eV, largest {fine.max():.3f} eV")
print(f"gap curvature in ka: {curv:.4f} eV")
lam_c, E_c, states = {}, {}, {}
for n in (8, 16, 32, 64, 128):
    ka, h = chain(n)
    lam_c[n], states[n] = threshold(h)
    bound = upper_bound(h)
    E_c[n] = field(lam_c[n], n)
    assert lam_c[n] <= bound + 1e-5
    print(f"N={n:3d}: lam_c/gap {lam_c[n]/gap:.4f}, bound/gap {bound/gap:.4f},"
          f" E_c {E_c[n]:.4f} V/nm, gap/(eNa) {field(gap, n)/(2*np.pi):.4f}")
sizes = sorted(E_c)
assert all(E_c[p] > E_c[q] for p, q in zip(sizes, sizes[1:]))
coef = {n: n*(lam_c[n]/gap - 1) for n in (64, 128)}
extrap = 2*coef[128] - coef[64]
print(f"N*(lam_c/gap-1): N=64 {coef[64]:.3f}, N=128 {coef[128]:.3f}, "
      f"extrapolated {extrap:.3f}")
print(f"  oscillator formula pi*sqrt(curvature/gap): {slope:.3f}")
assert abs(extrap/slope - 1) < 0.05

# --- shape of the soft mode at N = 128
n = 128
ka, h = chain(n)
_, F, W = derivatives(states[n], h, lam_c[n], -1)
z = np.linalg.eigh(F)[1][:, 0]
c = z[:n] + 1j*z[n:]
weight = np.abs(c)**2/np.sum(np.abs(c)**2)
centre = np.sum(weight*ka)
width = np.sqrt(np.sum(weight*(ka - centre)**2))
width_formula = np.sqrt(np.pi/n*np.sqrt(lam_c[n]/curv))
turn = np.degrees(np.angle(np.sum(W*c.conj()*np.roll(c, -1))))
assert abs(centre - np.pi) < 0.05 and abs(turn - 90) < 2
assert abs(width/width_formula - 1) < 0.15
print(f"soft mode N=128: centre ka/pi {centre/np.pi:.4f}, phase step "
      f"{turn:.2f} deg")
print(f"  rms width in ka {width:.4f}, oscillator formula {width_formula:.4f}")

# --- above the bound every state has a downhill second-order direction
n = 8
_, h = chain(n)
bound = upper_bound(h)
worst = -np.inf
for _ in range(400):
    u = rng.normal(size=(n, 2)) + 1j*rng.normal(size=(n, 2))
    u /= np.linalg.norm(u, axis=1)[:, None]
    F = derivatives(u, h, 1.001*bound, -1)[1]
    worst = max(worst, np.linalg.eigvalsh(F)[0])
assert worst < 0
print(f"N=8, lam 0.1% above bound, 400 random states: highest value of the")
print(f"  lowest stiffness {worst:.3f} eV")

# --- steepest descent below and above the threshold
kick = 0.01*(rng.normal(size=n) + 1j*rng.normal(size=n))
for name, lam in (("0.90 lam_c", 0.9*lam_c[n]), ("1.05 bound", 1.05*bound)):
    u = moved(states[n], kick)
    late, smallest = [], 1.0
    for it in range(5000):
        f, s = derivatives(u, h, lam, -1, second=False)
        smallest = min(smallest, s)
        if it >= 4500:
            late.append(np.abs(f).max())
        c = -0.1*f
        u = moved(u, c*min(1.0, 0.05/max(np.abs(c).max(), 1e-30)))
    print(f"descent N=8 at {name}: late force {max(late):.1e} eV, "
          f"smallest overlap met {smallest:.4f}")
    if lam < lam_c[n]:
        assert max(late) < 1e-8
    else:
        assert max(late) > 0.1

# --- an indirect gap plays no part
_, h = chain(16, common=0.8)
levels = np.linalg.eigvalsh(h)
indirect = levels[:, 1].min() - levels[:, 0].max()
lam_ind = threshold(h)[0]
assert indirect < gap - 0.3 and abs(lam_ind - lam_c[16]) < 1e-4
print(f"N=16 with common band term 0.8 eV: indirect gap {indirect:.3f} eV,")
print(f"  lam_c {lam_ind:.4f} eV, without the term {lam_c[16]:.4f} eV")

# --- largest usable mesh at a given field
E_given = 1.0e9
n_max = 2*np.pi*gap*e/(e*E_given*a)
assert E_c[32] > E_given*1e-9 > E_c[64]
print(f"field 1 V/nm: leading estimate of the largest mesh N = {n_max:.1f}")
print("OK")
```

It prints:

```
largest gradient error against finite differences: 2.8e-07 eV
largest Hessian error: 3.1e-06 eV (largest entry 10.0 eV)
flat chain: gap 3.0 eV, period 0.5 nm
  flat N= 4: critical field 9.425 V/nm
  flat N= 6: critical field 7.255 V/nm
  flat N= 8: critical field 4.712 V/nm
  flat N=16: critical field 2.356 V/nm
  flat N=32: critical field 1.178 V/nm
  N=16, true shift 1 cells: mesh credits 0.974 cells
  N=16, true shift 2 cells: mesh credits 1.801 cells
  N=16, true shift 4 cells: mesh credits 2.546 cells
  N=16, true shift 6 cells: mesh credits 1.801 cells
  N=16, true shift 8 cells: mesh credits 0.000 cells
  N=16, longest possible reach N/(2 pi): 2.546 cells
  at 0.7 of threshold: lowest stiffness 0.900 eV, but a spiral
  state has enthalpy per cell changed by -0.1493 eV
alternating chain: hoppings 1.4, 0.5 eV, site energies +-1.2 eV
smallest direct gap 3.000 eV, largest 4.494 eV
gap curvature in ka: 0.9333 eV
N=  8: lam_c/gap 0.8033, bound/gap 1.2825, E_c 3.7854 V/nm, gap/(eNa) 0.7500
N= 16: lam_c/gap 0.9888, bound/gap 1.1260, E_c 2.3298 V/nm, gap/(eNa) 0.3750
N= 32: lam_c/gap 1.0379, bound/gap 1.0586, E_c 1.2228 V/nm, gap/(eNa) 0.1875
N= 64: lam_c/gap 1.0241, bound/gap 1.0283, E_c 0.6032 V/nm, gap/(eNa) 0.0938
N=128: lam_c/gap 1.0129, bound/gap 1.0139, E_c 0.2983 V/nm, gap/(eNa) 0.0469
N*(lam_c/gap-1): N=64 1.541, N=128 1.649, extrapolated 1.757
  oscillator formula pi*sqrt(curvature/gap): 1.752
soft mode N=128: centre ka/pi 1.0000, phase step 90.00 deg
  rms width in ka 0.2121, oscillator formula 0.2104
N=8, lam 0.1% above bound, 400 random states: highest value of the
  lowest stiffness -5.250 eV
descent N=8 at 0.90 lam_c: late force 5.9e-16 eV, smallest overlap met 0.8928
descent N=8 at 1.05 bound: late force 1.0e+01 eV, smallest overlap met 0.2190
N=16 with common band term 0.8 eV: indirect gap 2.147 eV,
  lam_c 2.9664 eV, without the term 2.9664 eV
field 1 V/nm: leading estimate of the largest mesh N = 37.7
OK
```
